Phonon wavevectors for g-type intervalley scattering in silicon

**The setting**

The conduction band of silicon has six equivalent minima, one on each half of the three cubic axes. Take them to lie at a fraction ξ = 0.85 of the distance from Γ to X. A transition between two minima on the same axis is called g-type. A transition between minima on different axes is called f-type.

Silicon has a face-centred cubic lattice with two atoms in each primitive cell. Let a be the cubic lattice constant and K = 2π/a. Wavevectors are written as triples in units of K, so that Γ is (0,0,0), X is (1,0,0), and the minima on the x axis are (ξ,0,0) and (−ξ,0,0).

The first Brillouin zone is the set of points that are no farther from Γ than from any other reciprocal-lattice point. Equivalently, among all wavevectors that differ by reciprocal-lattice vectors, the first zone holds the shortest. Electron and phonon wavevectors are both labelled by their representatives in this zone. A process is called normal if these labels balance without a reciprocal-lattice vector, and umklapp if one is needed.

For numerical work use these rough typical values for silicon: a = 0.543 nm, longitudinal mass m_l = 0.92 m₀, transverse mass m_t = 0.19 m₀, phonon energy 60 meV and temperature 300 K. Here m₀ is the free-electron mass.

**Part (a)**

Find the reciprocal-lattice vectors of silicon. Which of them lie on the x axis, and where does that axis leave the first Brillouin zone?

**Answer (a)**

A reciprocal-lattice vector G = K(h,k,l) must satisfy exp(iG·R) = 1 for every lattice translation R. It is enough to impose this on three primitive translations:

R₁ = (a/2)(0,1,1), R₂ = (a/2)(1,0,1), R₃ = (a/2)(1,1,0).

Since K·a/2 = π, the three phases are

G·R₁ = π(k+l), G·R₂ = π(h+l), G·R₃ = π(h+k).

Each must be a multiple of 2π, so there are integers n₁, n₂, n₃ with

k + l = 2n₁, h + l = 2n₂, h + k = 2n₃.

Adding the last two equations and subtracting the first gives 2h = 2(n₂+n₃−n₁), so h is an integer. The same argument applies to k and l. Because each pair has an even sum, the three integers are all even or all odd. Conversely, any such triple satisfies the three conditions.

On the x axis k = l = 0, which is even, so h must be even too. The axial vectors are (±2,0,0), (±4,0,0) and so on. The point (1,0,0) is not a reciprocal-lattice point: translation by R₃ would give it the phase factor exp(iπ) = −1.

To find the zone boundary, compare a point (s,0,0) with its equivalents (s−h,−k,−l). There are two classes.

- If h, k, l are all odd, then k² + l² ≥ 2, so the squared length is at least 2.
- If they are all even, the shortest choice has k = l = 0 and takes h as the even integer nearest to s. The length is then at most 1.

The even class therefore always supplies the shortest representative of an axial point. For |s| < 1 the nearest even integer is 0, and the point is already inside the zone. At |s| = 1 the integers 0 and ±2 compete equally. The axis leaves the zone at (±1,0,0), which are the X points.

**Part (b)**

An electron goes from Bloch state k to Bloch state k′ while absorbing one phonon of wavevector q. Derive the relation between k, k′ and q from lattice translations alone. State the relation for emission.

**Answer (b)**

Treat the electron–phonon coupling to first order in the atomic displacements. In a phonon mode of wavevector q, the displacements in a cell at R carry the factor exp(iq·R) in the part of the displacement operator that absorbs a phonon. The potential change δV produced by this part inherits the same behaviour:

δV(r+R) = exp(iq·R) δV(r).

The Bloch states obey

ψ_k(r+R) = exp(ik·R) ψ_k(r).

The matrix element is

M = ∫ ψ*_k′(r) δV(r) ψ_k(r) d³r.

With periodic boundary conditions on the crystal, shifting the integration variable from r to r+R leaves the integral unchanged. The three factors in the integrand then give

M = exp[i(k+q−k′)·R] M.

This must hold for every lattice translation R. If the exponential differs from 1 for even one R, then M = 0. A nonzero M therefore requires k + q − k′ to be a reciprocal-lattice vector. Calling that vector −G,

k′ − k = q + G (absorption).

The part of the displacement that emits a phonon carries exp(−iq·R), so q changes sign:

k′ − k = −q + G (emission).

The derivation uses only translations of the lattice. It shows which transitions are forbidden. It does not show that a permitted transition is strong, because M may still be small or vanish for another reason, such as a point symmetry.

**Part (c)**

Show that the g-type transition from (ξ,0,0) to (−ξ,0,0) is umklapp for ξ = 0.85, and that the phonon has a reduced wavevector of length 0.30 K. Give this wavevector in nm⁻¹ and find the phonon wavelength. How does the result depend on ξ?

**Answer (c)**

The electron's change of wavevector is

k′ − k = (−ξ,0,0) − (ξ,0,0) = (−2ξ,0,0) = (−1.70,0,0).

If G were zero, absorption would need q = (−1.70,0,0). By part (a) this lies outside the first zone, whose boundary on this axis is at −1. It is therefore not an admissible phonon label, and the process cannot be normal.

By part (a) the shortest equivalent is found by removing the nearest even integer from −1.70. That integer is −2, so

G = (−2,0,0),

q = (k′ − k) − G = (−1.70 + 2, 0, 0) = (0.30,0,0).

No other choice is possible. Within the even class, any other h, k or l gives a longer vector. In the odd class the squared length is at least 2, against 0.30² = 0.09 here. The transition is umklapp, and its phonon wavevector is unique.

For emission, −q takes the place of q, so the emitted phonon has q = (−0.30,0,0). Reversing the electron's direction of travel between the valleys reverses both signs. The length is the same in all four cases.

In ordinary units K = 2π/(0.543 nm) = 11.57 nm⁻¹, and

|q| = 0.30 × 11.57 nm⁻¹ = 3.47 nm⁻¹,

λ = 2π/|q| = a/0.30 = 1.81 nm.

For general ξ between 0 and 1 the transfer has length 2ξ, and there are two regimes:

|q| = 2ξ, normal, for ξ < 1/2,

|q| = 2 − 2ξ = 2(1−ξ), umklapp, for 1/2 < ξ < 1.

At ξ = 1/2 both expressions give 1. The phonon is then at X, where (1,0,0) and (−1,0,0) are equivalent, and the distinction between normal and umklapp has no unique answer. As ξ approaches 1 the phonon wavevector goes to zero, because the two minima approach X points that are themselves equivalent.

In the umklapp regime the phonon wavevector is twice the distance from the minimum to X. A small change δξ gives

δ|q| = −2δξ.

Moving ξ by 0.01 therefore moves |q| by 0.02, which is about 7% of 0.30. An error in the valley position is therefore a much larger fraction of the reduced wavevector than of ξ itself.

**Part (d)**

A student relabels the final valley as (1.15,0,0) and concludes that the process is normal. A second student notes that the structure factor of the diamond structure vanishes at (2,0,0) and concludes that this umklapp process is forbidden. Assess both arguments.

**Answer (d)**

The first student's relabelling is legitimate, since

(−0.85,0,0) + (2,0,0) = (1.15,0,0),

and wavevectors that differ by a reciprocal-lattice vector denote the same Bloch state. With this label the electron's change is 1.15 − 0.85 = 0.30, which equals q with G = 0. The step crosses X into the neighbouring zone. It does not follow one smooth branch: the lowest band at 1.15 belongs to the valley on the far side of X, while the smooth continuation of the initial valley is the second band there (see part (f)).

For absorption the conclusion is correct in a cell centred on X, and it does not contradict part (c). For emission in that same cell the phonon (−0.30,0,0) is labelled (1.70,0,0), and G = (2,0,0) is again needed. The word "umklapp" describes a process together with a choice of cell. With the first zone as the stated convention, the g process is umklapp. What does not depend on the convention is the phonon: in both descriptions it is the mode with q = (0.30,0,0).

The second student's structure factor is correct. With atoms at (0,0,0) and (a/4)(1,1,1), it is

S = 1 + exp[2πi(2 × 1/4)] = 1 + exp(iπ) = 0.

This means that identical scatterers on the two sites cancel in that Fourier component. It does not remove (2,0,0) from the reciprocal lattice, which is fixed by the translations alone. The derivation in part (b) made no use of the positions of atoms within the cell. Moreover, M contains products of all the Fourier components of the two Bloch states with those of δV, so the vanishing of one static structure factor does not by itself make M vanish. The conclusion that the process is forbidden does not follow. Symmetry about the axis does restrict the phonon branch, however. For states on the axis, a rigid-ion evaluation of M with the pseudopotential states of part (g) gives zero for the longitudinal acoustic and the transverse displacements, and a nonzero value only for the longitudinal optical mode.

**Part (e)**

Carry out the same reduction for the f-type transition from (ξ,0,0) to (0,ξ,0). Compare the phonon with that of the g process.

**Answer (e)**

The transfer is

k′ − k = (−0.85, 0.85, 0),

with length 0.85√2 = 1.202. Its equivalents are (−0.85−h, 0.85−k, −l), and the two parity classes can be minimized one component at a time.

In the even class the nearest even integer to ±0.85 is 0. The shortest member is the transfer itself, with squared length 2 × 0.85² = 1.445.

In the odd class the best choices are h = −1, k = 1 and l = ±1. They give

q = (0.15, −0.15, ∓1),

|q|² = 2 × 0.15² + 1 = 1.045, |q| = 1.022.

The odd class wins, so the f process is also umklapp in the first-zone convention. The two signs of l give equally short vectors that differ by (0,0,2). They are the same phonon, seen on opposite faces of the zone.

For 0.75 < ξ < 1 the reduced length is √[1 + 2(1−ξ)²]; below 0.75 the f process between minima is normal. Near ξ = 1 it changes little with ξ, because the deviation enters as a square. The g phonon lies well inside the zone and follows ξ linearly. The f phonon lies on a square zone face, 0.21 from its centre X, about 60% of the way to the edge point U. Both processes are umklapp, so that label does not distinguish them, whereas the phonon wavevectors do.

**Part (f)**

The result of part (c) joins the exact minima. Consider instead an electron with energy 3k_BT/2 above its minimum that absorbs a 60 meV phonon in a g process. Use parabolic ellipsoidal valleys, a constant matrix element and a phonon energy that does not depend on q. Find the largest and the root-mean-square deviation of q_x from 0.30. Is the transition still umklapp?

**Answer (f)**

At 300 K the initial energy is E_i = 38.8 meV, and the final energy is E_f = 38.8 + 60 = 98.8 meV. The electron could not have emitted this phonon, since its energy is below 60 meV.

Let κ be the wavevector measured from a valley minimum. In ordinary units

E = ħ²κ_x²/(2m_l) + ħ²(κ_y²+κ_z²)/(2m_t).

The largest axial excursion occurs when κ_y = κ_z = 0:

κ(E) = √(2m_l E)/ħ.

It is convenient to compare E with the energy E_X at which this parabola reaches X, a distance 0.15 K from the minimum:

E_X = ħ²(0.15K)²/(2m_l) = 125 meV.

Because κ grows as √E, in units of K

κ(E) = 0.15 √(E/E_X).

The two excursions are

κ_i = 0.15 √(38.8/125) = 0.084,

κ_f = 0.15 √(98.8/125) = 0.133.

If the initial state is displaced by κ_ix and the final state by κ_fx, then

q_x = (−ξ + κ_fx) − (ξ + κ_ix) + 2 = 0.30 + κ_fx − κ_ix.

The deviation is largest when the displacements have opposite signs:

|q_x − 0.30| ≤ κ_i + κ_f = 0.217.

Thus q_x lies between about 0.08 and 0.52.

For the root-mean-square value, divide each component of κ by the square root of its mass. The energy surface becomes a sphere, and the constant Jacobian of this scaling leaves the states uniformly distributed over it. The mean square of one component of a unit vector is 1/3, so ⟨κ_x²⟩ = κ(E)²/3 and ⟨κ_x⟩ = 0. With a constant matrix element and a constant phonon energy, the initial and final directions are independent, and their variances add:

Δq_rms = √[(κ_i² + κ_f²)/3] = √[(0.084² + 0.133²)/3] = 0.091.

This is about 30% of the central value. The figure 0.30 is therefore the centre of a broad range of participating phonons.

The label survives this spread. The largest axial coordinate of an electron is 0.85 + 0.133 = 0.983, which is still less than 1. Transverse excursions are smaller than axial ones by √(0.19/0.92) = 0.45, so the transverse part of q is at most about 0.10. After removal of G = (−2,0,0), the squared length of q is at most about 0.52² + 0.10² = 0.28. An odd G would leave two transverse components of at least 0.90 each, and hence a squared length of at least 1.6. Another even G would also leave a component larger than the one it replaces. Every transition at these energies is therefore umklapp with G = (−2,0,0), within the parabolic model.

Once the initial or final electron energy exceeds E_X, some transitions become normal, while others remain umklapp. A state at 1.02 on the parabola continued through X, for example, has the first-zone label −0.98. In real silicon the two lowest conduction bands meet at X, and this continuation belongs to the second of them. Its transition to −0.85 is a change of +0.13 with G = 0, and so is normal. The rule for q is continuous through this change, since −0.85 − 1.02 + 2 is also 0.13. Only the name has changed.

**Part (g)**

How well do the assumptions of this question represent real silicon, and which of them matters most in a device?

**Answer (g)**

The chosen lattice constant, masses and phonon energy are rough but typical of silicon. The valley shape can be examined with a local empirical-pseudopotential calculation. This expands the electron states in plane waves and describes the crystal potential by a few form factors. With the origin midway between the two atoms of a cell, the Fourier component at (h,k,l) is a form factor times cos[π(h+k+l)/4]. Rounded form factors of −2.86, 0.54 and 1.09 eV were used for h²+k²+l² = 3, 8 and 11, with all others set to zero.

With 360 plane waves, the lowest conduction band has its minimum within 0.004 of ξ = 0.85, so the implied |q| is within 0.01 of 0.30. Reducing the basis to 190 plane waves moves the minimum by about 0.00003. The energy rises by 129 meV from the minimum to X, against 125 meV for the parabola. On the Γ side, the excursion at 98.8 meV is 0.132, about 1% below the parabolic value of part (f). That comparison includes a difference in mass, since the calculated band has a longitudinal mass of 0.87 m₀ at its minimum. A parabola with this mass gives 0.130, about 1% below the band's own excursion. On the X side the band's excursion at the same energy is 0.129, about 4% below the parabolic value of part (f). For this example the parabolic approximation is thus a small source of error along the axis. The calculation omits spin–orbit coupling and nonlocal potentials, and its form factors are empirical. It supports the size of these corrections but does not fix the valley position to three digits.

Thermal expansion of the lattice has a much smaller effect. With a rough expansion coefficient of 3 × 10⁻⁶ K⁻¹, a rise of 100 K lowers K by a fraction 3 × 10⁻⁴. At fixed ξ the reduced value 0.30 does not change at all.

Among the effects compared here, the assumption that matters most for the phonon wavevector is that electrons sit at the minima. At 300 K the example already gives an rms spread of 0.09 about 0.30, far more than the shifts found above. Where a strong field heats the electrons, the spread grows as √(E_i + E_f), the square root of the sum of the initial and final energies, while the valleys remain parabolic. Once energies approach 125 meV, the surfaces reach X, and the ellipsoidal picture must be replaced by the actual bands. This does not require a field: weighting the parabolic model by a 300 K Boltzmann distribution and the initial and final densities of states, about a fifth of the absorptions of a 60 meV phonon already end above 125 meV. A transport model that assigns one phonon wavevector, and hence one phonon energy for each phonon branch, to all g processes is therefore making an approximation. It is reasonable where the phonon energy and the coupling vary little over the range of q that the electrons use. This comparison covers unstrained bulk silicon only. Shear strain splits the two bands at X and moves the minimum toward X. In a rough two-band estimate with a shear deformation potential of about 14 eV, a 1% shear lowers |q| by about 0.05 and the rise to X to about 24 meV, so in such devices the valley position and E_X must be recomputed.
